# Why the time series for a released delta-well particle stays frozen

## Definitions and conventions

An electron of mass $m$ moves in one dimension. For $t<0$ it is bound by $V(x)=-(\hbar^2\kappa/m)\,\delta(x)$, in the state

$$\psi_0(x)=\sqrt{\kappa}\,e^{-\kappa|x|},\qquad n_0(x)=\kappa e^{-2\kappa|x|}.$$

At $t=0$ the well is removed, and for $t>0$ the Hamiltonian is $H=-(\hbar^2/2m)\,\partial_x^2$. I use

$$E_0=\frac{\hbar^2\kappa^2}{2m},\quad T_0=\frac{m}{\hbar\kappa^2},\quad \theta=\frac{t}{T_0},\quad a=\kappa|x|,\quad \tau=\frac{i\hbar t}{2m}=\frac{i\theta}{2\kappa^2}.$$

It follows that $E_0t/\hbar=\theta/2$ and $\kappa^2\tau=i\theta/2$. The belief under examination is that the density at later times follows from the series

$$\psi(x,t)\overset{?}{=}\sum_{n=0}^\infty \frac{1}{n!}\left(\frac{-it}{\hbar}\right)^n (H^n\psi_0)(x),$$

with $H^n\psi_0$ evaluated point by point. I call this the formal series.

## The formal series is frozen

For $x\neq0$, $\partial_x^2\psi_0=\kappa^2\psi_0$, so $H^n\psi_0=(-E_0)^n\psi_0$. The series converges for every $t$, to

$$\psi_f=\psi_0\sum_n\frac{(iE_0t/\hbar)^n}{n!}=e^{i\theta/2}\psi_0,\qquad |\psi_f|^2=n_0.$$

The density is frozen order by order as well: the coefficient of $(\theta/2)^p$ in $|\psi_f|^2/n_0$ is

$$\sum_{j=0}^p\frac{i^j(-i)^{p-j}}{j!\,(p-j)!}=\frac{(i-i)^p}{p!}=0\qquad(p\ge1).$$

What was dropped sits at the origin. The slope of $\psi_0$ jumps there by $-2\kappa\sqrt\kappa$, so as a distribution

$$H\psi_0=-E_0\psi_0+\frac{\hbar^2\kappa}{m}\sqrt\kappa\,\delta(x).$$

The delta term contributes $(\hbar^2\kappa/m)\,\kappa=2E_0$ to the mean energy and turns the pointwise value $-E_0$ into the correct kinetic energy $+E_0$. Had the well stayed on, its potential would have cancelled this term and $\psi_0$ would be stationary. The trouble is thus a kink that the new Hamiltonian does not support.

## The true evolution

The free propagator gives

$$\psi(x,t)=\frac{\sqrt\kappa}{\sqrt{4\pi\tau}}\int_{-\infty}^{\infty}e^{-\kappa|y|}e^{-(x-y)^2/4\tau}\,dy .$$

Take first $\mathrm{Re}\,\tau>0$, then continue to imaginary $\tau$. For $y>0$, completing the square gives

$$-\kappa y-\frac{(x-y)^2}{4\tau}=-\frac{[y-(x-2\kappa\tau)]^2}{4\tau}-\kappa x+\kappa^2\tau .$$

The half-line integral of the Gaussian is $\sqrt{\pi\tau}\,\mathrm{erfc}[(2\kappa\tau-x)/2\sqrt\tau]$. The half $y<0$ follows from $x\to-x$. Hence

$$\psi=\frac{\sqrt\kappa}{2}e^{\kappa^2\tau}\left[e^{-\kappa x}\,\mathrm{erfc}\frac{2\kappa\tau-x}{2\sqrt\tau}+e^{\kappa x}\,\mathrm{erfc}\frac{2\kappa\tau+x}{2\sqrt\tau}\right].$$

Let $D=\psi-\psi_f$. As distributions, $i\hbar\partial_t\psi=H\psi$, while $i\hbar\partial_t\psi_f=-E_0\psi_f=H\psi_f-(\hbar^2\kappa^{3/2}/m)\,\delta(x)\,e^{iE_0t/\hbar}$. Subtracting,

$$i\hbar\,\partial_tD=HD+\frac{\hbar^2\kappa^{3/2}}{m}\,\delta(x)\,e^{iE_0t/\hbar},\qquad D(x,0)=0 .$$

With the free propagator $K(x,t)=\sqrt{m/2\pi i\hbar t}\;e^{imx^2/2\hbar t}$ the solution is

$$D(x,t)=-\frac{i\hbar\kappa^{3/2}}{m}\int_0^tK(x,t-t')\,e^{iE_0t'/\hbar}\,dt' .$$

The whole departure from the frozen state is radiated by the discarded delta function.

## Early times away from the cusp

Take $x>0$ and set $z_\pm=(x\pm2\kappa\tau)/2\sqrt\tau$. Since $\mathrm{erfc}(-z_-)=2-\mathrm{erfc}(z_-)$, the 2 reproduces $\psi_f$. Since $z_\pm^2=x^2/4\tau\pm\kappa x+\kappa^2\tau$, the rest is

$$D=\frac{\sqrt\kappa}{2}e^{-x^2/4\tau}\left[e^{z_+^2}\mathrm{erfc}(z_+)-e^{z_-^2}\mathrm{erfc}(z_-)\right].$$

As $t\to0$ at fixed $x$, $|z_\pm|\to\infty$ and $e^{z^2}\mathrm{erfc}(z)\approx1/(\sqrt\pi z)$. The bracket becomes

$$\frac{2\sqrt\tau}{\sqrt\pi}\left[\frac1{x+2\kappa\tau}-\frac1{x-2\kappa\tau}\right]\approx-\frac{8\kappa\tau^{3/2}}{\sqrt\pi\,x^2}.$$

Now insert $\tau^{3/2}=e^{3i\pi/4}(\theta/2)^{3/2}/\kappa^3$ and $-e^{3i\pi/4}=e^{-i\pi/4}$:

$$D\approx\sqrt\kappa\,\sqrt{\frac2\pi}\,\frac{\theta^{3/2}}{a^2}\,\exp\left[i\left(\frac{a^2}{2\theta}-\frac\pi4\right)\right].$$

The next term of the erfc expansion, $-1/(2\sqrt\pi z^3)$, corrects this by a relative amount of size $3\theta/a^2$, and replacing $x^2-4\kappa^2\tau^2=x^2(1+\theta^2/a^2)$ by $x^2$ costs a relative amount $\theta^2/a^2$, so the law needs both $\theta\ll a^2$ and $\theta\ll a$. From $n=n_0+2\,\mathrm{Re}(\psi_f^*D)+|D|^2$,

$$n-n_0\approx2\kappa\sqrt{\frac2\pi}\,\frac{\theta^{3/2}e^{-a}}{a^2}\cos\left(\frac{a^2}{2\theta}-\frac\pi4-\frac\theta2\right)+\frac{2\kappa\theta^3}{\pi a^4}.$$

The quotient $(n-n_0)/t$ vanishes as $t\to0^+$, so the true density has a first time derivative, equal to zero. But $(n-n_0)/t^2$ oscillates with amplitude growing as $t^{-1/2}$ and has no limit. A second derivative would require that limit, so it does not exist. At fixed $x\ne0$ the density has no Taylor series about $t=0$; the frozen series is a formal object. Differentiating the rapid phase gives the envelope of the rate of change,

$$|\partial_tn|_{\rm env}=\frac{\kappa}{T_0}\sqrt{\frac2\pi}\,\frac{e^{-a}}{\sqrt\theta},$$

which diverges as $t\to0$.

**Averaging does not rescue the series.** Average the density with a smooth weight $g(x)$ that vanishes near the origin. In the cross term write $e^{i\kappa^2x^2/2\theta}=(\theta/i\kappa^2x)\,\partial_xe^{i\kappa^2x^2/2\theta}$ and integrate by parts. Each repetition yields another factor $\theta$, so this term falls faster than any power of $t$. The non-oscillating term remains:

$$\int g\,(n-n_0)\,dx\approx\int g\,\frac{2\kappa\theta^3}{\pi a^4}\,dx .$$

The averaged density thus changes at order $t^3$, where the formal series gives zero. The momentum distribution explains the term. From $|\phi(k)|^2=2\kappa^3/[\pi(k^2+\kappa^2)^2]$, particles with $k=mx/\hbar t=\kappa a/\theta$ reach $x$ at time $t$ with density

$$\frac{m}{\hbar t}|\phi(k)|^2\approx\frac{\kappa^2}{\theta}\,\frac{2\kappa^3}{\pi}\,\frac{\theta^4}{\kappa^4a^4}=\frac{2\kappa\theta^3}{\pi a^4}\qquad(k\gg\kappa).$$

The kink supplies the $k^{-4}$ tail, and this tail supplies the fast particles.

## The cusp, late times and the width

At the origin $\psi(0,t)=\sqrt\kappa\,e^{z^2}\mathrm{erfc}(z)$ with $z=\kappa\sqrt\tau=e^{i\pi/4}\sqrt{\theta/2}$, and $|e^{z^2}|=1$. For small $z$, $\mathrm{erfc}(z)\approx1-2z/\sqrt\pi$; for large $z$, $e^{z^2}\mathrm{erfc}(z)\approx1/(\sqrt\pi z)$. Therefore

$$n(0,t)\approx\kappa\left(1-2\sqrt{\theta/\pi}\right)\ (\theta\ll1),\qquad n(0,t)\approx\frac{2\kappa}{\pi\theta}\ (\theta\gg1).$$

The initial rate at the cusp is infinite.

For the width, use $x(t)=x+pt/m$. The mean of $xp+px$ vanishes because $\psi_0$ is real. Further, $\langle x^2\rangle_0=2\kappa\cdot2/(2\kappa)^3=1/(2\kappa^2)$ and $\langle p^2\rangle=\hbar^2\int|\psi_0'|^2dx=\hbar^2\kappa^2$. Thus

$$\langle x^2\rangle=\frac1{2\kappa^2}+\left(\frac{\hbar\kappa t}{m}\right)^2=\frac{1}{\kappa^2}\left(\frac12+\theta^2\right),$$

while the frozen density keeps the first term alone.

## Numbers

Take the round value $\kappa=10^{10}\ \mathrm{m^{-1}}$, a decay length of 0.1 nm. Then $E_0=3.81$ eV ($6.10\times10^{-19}$ J) and $T_0=86.4$ as.

At $x=0.2$ nm and $t=400$ as, $\theta/2=400/(2\times86.38)=2.315$. Keeping the wavefunction to second order gives

$$0.1832\,\left|1+2.315\,i-2.680\right|^2=1.50\ \mathrm{nm^{-1}}.$$

Order 4 gives 0.054, order 8 gives 0.1815 and order 20 gives 0.1832 nm$^{-1}$, the frozen value. The true density is 0.983 nm$^{-1}$. Convergence of the partial sums is therefore no evidence that their limit is right.

| $t$ (as) | $n(0)$ (nm$^{-1}$) | $n(0.2\ \mathrm{nm})$ (nm$^{-1}$) | rms $x$ (nm) |
|---|---|---|---|
| frozen | 10.00 | 0.183 | 0.071 |
| 50 | 4.32 | 0.142 | 0.091 |
| 100 | 3.13 | 0.897 | 0.136 |
| 200 | 2.05 | 1.216 | 0.242 |
| 400 | 1.21 | 0.983 | 0.468 |

The density at 0.2 nm is below its initial value at 50 as and well above it at 100, 200 and 400 as, so the change there is not monotonic. The probability of finding the electron beyond 0.5 nm on either side is 0.162 at 400 as, against $4.5\times10^{-5}$ in the frozen density.

At 1 as and 0.2 nm the density has changed by $-4.54\times10^{-4}$ nm$^{-1}$; the oscillating law gives $-4.59\times10^{-4}$. Between 0.9 and 1.1 as the largest error is about 1% of the envelope, in line with $3\theta/a^2$, which is 0.009 at 1 as, plus the non-oscillating term left out of this comparison, which is $\theta^{3/2}e^{a}/(\sqrt{2\pi}\,a^2)\approx0.001$ of the envelope. At 0.1 nm the peak rate rises from 1.08 to 3.40 nm$^{-1}$ as$^{-1}$ when $t$ is reduced tenfold from 0.086 as, a factor close to $\sqrt{10}$. For a Gaussian window centred at 0.3 nm with width 0.03 nm, negligible at the cusp, the averaged change grows by 7.998 between 1 and 2 as, close to the $2^3$ of the cubic law. At these times the speed $x/t$ of the fast particles is $10^8$ m/s or more, comparable with or above the speed of light, so these early-time numbers test the non-relativistic equation and do not describe a real electron.

## The correct general statement

Let $H$ be self-adjoint and independent of time, and let $\psi(t)=e^{-iHt/\hbar}\psi_0$ with $\|\psi_0\|=1$. Suppose $H^n\psi_0$ is a normalizable state for every $n$, with $\psi_0$ in the domain of $H^n$, and

$$S(t)=\sum_{n=0}^\infty\frac{|t|^n}{\hbar^nn!}\,\|H^n\psi_0\|<\infty .$$

Then the time series converges in norm to $\psi(t)$, and the density series, collected by powers of $t$, converges to the true density in the sense that the integrated absolute error tends to zero.

**Proof.** Let $R_N(s)=e^{-is}-\sum_{n<N}(-is)^n/n!$. Then $|R_0|=1$, $R_N(0)=0$ for $N\ge1$, and $R_N'=-iR_{N-1}$. Integrating from 0 repeatedly gives $|R_N(s)|\le|s|^N/N!$. Let $\mu$ be the energy distribution of $\psi_0$, and $\psi_N$ the sum of the terms with $n<N$. The spectral theorem gives

$$\|\psi-\psi_N\|^2=\int|R_N(Et/\hbar)|^2\,d\mu(E)\le\left(\frac{|t|^N}{\hbar^NN!}\|H^N\psi_0\|\right)^2 .$$

The right side is the square of a term of the convergent sum $S(t)$, so it tends to zero. For the density, write $\psi=\sum_nu_n$ with $u_n=(-iHt/\hbar)^n\psi_0/n!$. By the Cauchy–Schwarz inequality,

$$\sum_{j,l}\int|u_j^*u_l|\,dx\le\sum_{j,l}\|u_j\|\,\|u_l\|=S(t)^2<\infty .$$

The double series for $|\psi|^2$ converges absolutely in this norm, so its terms may be grouped by the power $t^{j+l}$ without changing the sum. $\square$

The condition is sufficient; I do not claim it is necessary. Three free-particle cases show its reach.

- **The released state** fails at $n=1$. The integrand of $\|H\psi_0\|^2=\int(\hbar^2k^2/2m)^2|\phi|^2dk$ tends to a constant at large $k$. With $|k|$ cut off at $1000\kappa$ the norm is 136 eV, and at $4000\kappa$ it is 272 eV, growing as the square root of the cutoff. The evolution operator still acts on $\psi_0$, since it multiplies $\phi(k)$ by a phase; its power series does not.
- **A state with no momenta above a cutoff** has $\|H^n\psi_0\|\le E_c^n$, where $E_c$ is the kinetic energy at the cutoff. Then $S(t)\le e^{E_c|t|/\hbar}$, and the series works at all times.
- **The Gaussian** $\psi_0\propto e^{-\kappa^2x^2/2}$ is smooth, yet its series has a finite range. With $q=k/\kappa$ and weight $e^{-q^2}/\sqrt\pi$, the terms $s_n$ of $S$ satisfy
$$\frac{s_{n+1}^2}{s_n^2}=\theta^2\,\frac{(2n+\frac32)(2n+\frac12)}{4(n+1)^2}\to\theta^2,$$
so $S$ is finite for $\theta<1$. At the origin $\psi(0,t)\propto\int e^{-q^2(1+i\theta)/2}dq\propto(1+i\theta)^{-1/2}$, hence $n(0,t)/n(0,0)=(1+\theta^2)^{-1/2}$, whose power series diverges for $\theta>1$. At $\theta=0.5$ order 20 gives the true 0.894427; at $\theta=1.5$ the truth is 0.555 and order 20 gives about 400.

## What this means for density functionals

The Runge–Gross argument compares time derivatives, at the initial instant, of the currents produced by two potentials from the same initial state. Here the potential for $t>0$ is zero, as smooth in time as possible, and still the density lacks a second derivative at the start. A potential with a Taylor series therefore does not guarantee a density with one. The example does not refute the one-to-one mapping between densities and potentials, since it offers no second potential with the same density. It shows that a proof or construction which expands each density in powers of $t$ about the start needs a condition on the initial state relative to the Hamiltonian that acts afterwards. It does not show that the comparison of two evolutions fails. With a constant force $f$ acting for $t>0$ the density is $n(x-ft^2/2m,t)$. Differentiating the rapid phase in $x$ gives $\partial_x(n-n_0)$ an envelope proportional to $\theta^{1/2}$, which vanishes as $t\to0$. At fixed $x\ne0$ the difference of the two densities, divided by $t^2$, therefore tends to $-(f/2m)\,\partial_xn_0$, although neither density has a second time derivative at the start.

The numerical output below gives the values used here.

## Values computed for the example and the checks

```
kappa = 1.000e+10 1/m, decay length = 0.100 nm
well strength = 0.7620 eV nm
E0 = 3.8100 eV = 6.1043e-19 J
T0 = 86.380 as
mean energy after release, true = 3.8100 eV
mean energy, pointwise H psi0 = -3.8100 eV
norm of H psi0, cutoff 1000 kappa = 135.8 eV
norm of H psi0, cutoff 4000 kappa = 271.8 eV
Series density at x = 0.2 nm, t = 400 as:
  wavefunction to order  0: 0.183156 1/nm
  wavefunction to order  2: 1.499080 1/nm
  wavefunction to order  4: 0.053866 1/nm
  wavefunction to order  8: 0.181518 1/nm
  wavefunction to order 12: 0.183154 1/nm
  wavefunction to order 20: 0.183156 1/nm
  frozen density: 0.183156 1/nm
  true density:   0.983150 1/nm
t/as, n(0) 1/nm, n(0.2 nm) 1/nm, rms x nm, P(|x|>0.5 nm)
  frozen 10.0000 0.1832 0.0707 4.540e-05
    50   4.3211 0.1420 0.0914 6.4903e-04
   100   3.1259 0.8972 0.1357 4.8333e-03
   200   2.0464 1.2163 0.2421 3.2197e-02
   400   1.2093 0.9832 0.4684 1.6190e-01
x = 0.2 nm, t = 1 as: change = -4.5438e-04 1/nm
  early law = -4.5933e-04, envelope = 6.7251e-04 1/nm
  largest error/envelope, 0.9 to 1.1 as = 0.0104
Peak |dn/dt| at x = 0.1 nm, in 1/(nm as):
  t = 0.08638 as: 1.0766, law 1.0746
  t = 0.00864 as: 3.3982, law 3.3981
Window-averaged change, centre 0.3 nm, width 0.03 nm:
  t = 1 as: 1.3559e-07, t^3 law 1.3560e-07 1/nm
  t = 2 as: 1.0844e-06, t^3 law 1.0848e-06 1/nm
ratio of the two averages = 7.9981
n(0) relative drop at theta = 1e-6: 1.1277e-03
Gaussian n(0,t)/n(0,0): theta, true, order 10, order 20
  0.5  0.894427  0.894382  0.894427
  1.5  0.554700  -8.969234  399.934292
largest Fourier mismatch / sqrt(kappa) = 1.1e-13
```
